# Exact Rotational Diffusion Steps from the SO(3) Heat Kernel: verification in Python

```python
"""Heat kernel on the rotation group SO(3) and exact rotational diffusion steps.

Result under test, with w = rotation angle in [0, pi], t = D * time:
  K_t(w) = sum_l (2l+1) exp(-l(l+1)t) sin((l+1/2)w)/sin(w/2)
         = exp(t/4) sqrt(pi)/(2 t^(3/2)) S(w)/sin(w/2),
  S(w)   = sum_n (-1)^n g(w+2 pi n),  g(x) = x exp(-x^2/(4t)).
K_t is a density relative to normalized Haar measure; the angle density is
p_t(w) = (2/pi) sin(w/2)^2 K_t(w). A Gaussian rotation vector with two
rejection tests samples p_t exactly for t <= pi^2/6, acceptance exp(-t/4).
"Numerator" below means K_t(w) * sin(w/2). Quaternions are (q0, qx, qy, qz).
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import kstest

PI = np.pi
rng = np.random.default_rng(20240611)


def character_numerator(w, t):
    w = np.asarray(w, dtype=float)
    total = np.zeros_like(w)
    for l in range(int(np.sqrt(45 / t)) + 3):
        total = total + (2*l + 1)*np.exp(-l*(l + 1)*t)*np.sin((l + 0.5)*w)
    return total


def image_numerator(w, t):
    w = np.asarray(w, dtype=float)
    total = np.zeros_like(w)
    for n in range(-5, 6):
        x = w + 2*PI*n
        total = total + (-1)**n * x*np.exp(-x*x/(4*t))
    return np.exp(t/4)*np.sqrt(PI)/(2*t**1.5)*total


def angle_density(numerator, w, t):
    return 2/PI*np.sin(np.asarray(w)/2)*numerator(w, t)


def cumulative(numerator, t):
    grid = np.linspace(0, PI, 8001)
    values = cumulative_trapezoid(angle_density(numerator, grid, t), grid, initial=0)
    return lambda w: np.interp(w, grid, values)


def gaussian_length_density(x, t):
    return x*x*np.exp(-x*x/(4*t))/(2*np.sqrt(PI)*t**1.5)


def quaternion_from_vector(v):
    x = np.linalg.norm(v, axis=1)
    return np.column_stack([np.cos(x/2), v*(np.sin(x/2)/x)[:, None]])


def rotation_angle(q):
    return 2*np.arctan2(np.linalg.norm(q[:, 1:], axis=1), np.abs(q[:, 0]))


def multiply(a, b):
    scalar = a[:, 0]*b[:, 0] - np.sum(a[:, 1:]*b[:, 1:], axis=1)
    vector = a[:, :1]*b[:, 1:] + b[:, :1]*a[:, 1:] + np.cross(a[:, 1:], b[:, 1:])
    return np.column_stack([scalar, vector])


def short_time_sampler(t, proposals):
    """Return accepted rotations and the share settled by the first bound."""
    assert t <= PI**2/6
    v = np.sqrt(2*t)*rng.standard_normal((proposals, 3))
    x = np.linalg.norm(v, axis=1)
    keep = (x < 2*PI) & (rng.random(proposals) < np.sinc(x/(2*PI)))
    v, x = v[keep], x[keep]
    w = np.where(x > PI, 2*PI - x, x)

    def scaled_g(y):  # g(y) * exp(w^2/(4t)), which avoids underflow
        return y*np.exp(-(y*y - w*w)/(4*t))

    partial = w.copy()
    threshold = rng.random(len(w))*(w + scaled_g(2*PI - w))
    accepted = threshold < partial
    undecided = ~accepted
    first_share = 1 - undecided.mean()
    k = 0
    while undecided.any():
        k += 1
        difference = scaled_g(2*PI*k - w) - scaled_g(2*PI*k + w)
        if k % 2:  # partial sum is now an upper bound
            partial = partial + difference
            undecided &= threshold < partial
        else:      # partial sum is now a lower bound
            partial = partial - difference
            newly = undecided & (threshold < partial)
            accepted |= newly
            undecided &= ~newly
    return quaternion_from_vector(v[accepted]), first_share


def tail_bound(l, t):
    """Bound on sum over j >= l of (2j+1)^2 exp(-j(j+1)t), for l >= 1."""
    ratio = ((2*l + 3)/(2*l + 1))**2*np.exp(-2*(l + 1)*t)
    return (2*l + 1)**2*np.exp(-l*(l + 1)*t)/(1 - ratio)


def long_time_sampler(t, proposals):
    assert t >= 1.5
    q = rng.standard_normal((proposals, 4))
    q /= np.linalg.norm(q, axis=1)[:, None]
    w = rotation_angle(q)
    threshold = rng.random(proposals)*(1 + tail_bound(1, t))
    partial = np.ones(proposals)
    accepted = np.zeros(proposals, dtype=bool)
    undecided = np.ones(proposals, dtype=bool)
    l = 0
    while undecided.any():
        tail = tail_bound(l + 1, t)
        newly = undecided & (threshold < partial - tail)
        accepted |= newly
        undecided &= ~newly & (threshold < partial + tail)
        l += 1
        partial = partial + ((2*l + 1)*np.exp(-l*(l + 1)*t)
                             * np.sin((l + 0.5)*w)/np.sin(w/2))
    return q[accepted]


def check_mean(values, expected):
    error = values.std()/np.sqrt(len(values))
    assert abs(values.mean() - expected) < 5*error
    return values.mean(), error


def check_acceptance(count, proposals, expected):
    error = np.sqrt(expected*(1 - expected)/proposals)
    assert abs(count/proposals - expected) < 5*error


# Characters and Casimir eigenvalues from explicit angular momentum matrices.
axis = np.array([1.0, 2.0, -2.0])/3
for l in (1, 2, 3):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l*(l + 1) - m[1:]*(m[1:] + 1)), 1)
    jx, jy = (raising + raising.T)/2, (raising - raising.T)/2j
    jz = np.diag(m).astype(complex)
    assert np.allclose(jx@jx + jy@jy + jz@jz, l*(l + 1)*np.eye(2*l + 1))
    trace = np.trace(expm(-1.3j*(axis[0]*jx + axis[1]*jy + axis[2]*jz)))
    assert abs(trace - np.sin((l + 0.5)*1.3)/np.sin(0.65)) < 1e-11

# Poisson resummation in high precision, including very small kernels.
mp.mp.dps = 200


def precise_characters(w, t):
    lmax = int(mp.sqrt(400/t)) + 2
    return mp.fsum((2*l + 1)*mp.exp(-l*(l + 1)*t)*mp.sin((l + mp.mpf(1)/2)*w)
                   for l in range(lmax))/mp.sin(w/2)


def precise_images(w, t):
    terms = []
    for n in range(-12, 13):
        x = w + 2*mp.pi*n
        terms.append((-1)**n*x*mp.exp(-x*x/(4*t)))
    return (mp.exp(t/4)*mp.sqrt(mp.pi)/(2*t**mp.mpf(1.5))
            * mp.fsum(terms)/mp.sin(w/2))


worst = mp.mpf(0)
for t_text in ("0.01", "0.25", "1.5", "3"):
    for w_mp in (mp.mpf("0.3"), mp.mpf(2), mp.pi):
        a = precise_characters(w_mp, mp.mpf(t_text))
        b = precise_images(w_mp, mp.mpf(t_text))
        worst = max(worst, abs(a/b - 1))
assert worst < mp.mpf(10)**(-40)
print(f"largest relative gap, character vs image series: {mp.nstr(worst, 2)}")

# The image form obeys the diffusion equation for class functions.
w0, t0, h = 1.3, 0.4, 1e-3
kernel = lambda w, t: image_numerator(w, t)/np.sin(w/2)
time_slope = (kernel(w0, t0 + h) - kernel(w0, t0 - h))/(2*h)
flux_out = np.sin((w0 + h/2)/2)**2*(kernel(w0 + h, t0) - kernel(w0, t0))
flux_in = np.sin((w0 - h/2)/2)**2*(kernel(w0, t0) - kernel(w0 - h, t0))
assert abs(time_slope - (flux_out - flux_in)/(h*h*np.sin(w0/2)**2)) < 1e-4

# Normalization and projected characters, integrated from the image form.
for t in (0.05, 0.25, 1.5):
    for l in range(4):
        integral = quad(lambda w: 2/PI*image_numerator(w, t)*np.sin((l + 0.5)*w),
                        0, PI, epsabs=1e-11, limit=200)[0]
        assert abs(integral - (2*l + 1)*np.exp(-l*(l + 1)*t)) < 1e-9

# Value at zero angle, and the small-time mean square angle.
for t in (0.05, 0.25, 1.5):
    direct = sum((2*l + 1)**2*np.exp(-l*(l + 1)*t) for l in range(60))
    n = np.arange(-8, 9)
    images = (np.exp(t/4)*np.sqrt(PI)*t**-1.5
              * np.sum((-1.0)**n*(1 - 2*PI**2*n**2/t)*np.exp(-PI**2*n**2/t)))
    assert abs(direct/images - 1) < 1e-11
    print(f"K_t(0) at t={t}: {direct:.6f} (dimensionless)")
t = 0.01
mean_square = quad(lambda w: w*w*angle_density(image_numerator, w, t),
                   0, PI, points=[0.2, 0.6, 1.2], epsabs=1e-12)[0]
assert abs(mean_square/(6*t) - (1 - t/6)) < 1e-4
print(f"mean square angle at t=0.01: {mean_square:.7f} rad^2; 6t = {6*t:.4f}")

# Kernel table, and the factor missed by the single-Gaussian form.
step = 0.25
for w in (0.5, 1.5, 2.5, PI):
    by_characters = float(character_numerator(w, step)/np.sin(w/2))
    by_images = float(image_numerator(w, step)/np.sin(w/2))
    leading = (np.exp(step/4)*np.sqrt(PI)/(2*step**1.5)
               * w*np.exp(-w*w/(4*step))/np.sin(w/2))
    assert abs(by_characters/by_images - 1) < 1e-9
    print(f"t=0.25, w={w:.4f} rad: K={by_characters:.8f}, "
          f"K/(n=0 term)={by_characters/leading:.8f}")
for t_text in ("0.01", "0.25"):
    t_mp = mp.mpf(t_text)
    leading = (mp.exp(t_mp/4)*mp.sqrt(mp.pi)/(2*t_mp**mp.mpf(1.5))
               * mp.pi*mp.exp(-mp.pi**2/(4*t_mp)))
    assert abs(precise_characters(mp.pi, t_mp)/leading - 2) < 1e-10

# Loss of digits in the double-precision character sum.
reference = float(precise_characters(mp.mpf(2), mp.mpf("0.01")))
double_characters = float(character_numerator(2.0, 0.01)/np.sin(1.0))
double_images = float(image_numerator(2.0, 0.01)/np.sin(1.0))
assert abs(double_images/reference - 1) < 1e-11
assert abs(double_characters/reference - 1) > 0.5
print(f"t=0.01, w=2 rad: K in 200-digit arithmetic: {reference:.8e}")
print(f"  double precision, image series: {double_images:.8e}")
print(f"  double precision, character series: {double_characters:.3e}")

# Bounds behind the sampler, with S taken from the character series.
angles = np.linspace(0.001, PI, 800)
for t in (0.3, 0.8, 1.5, PI**2/6):
    g = lambda x: x*np.exp(-x*x/(4*t))
    S = character_numerator(angles, t)*2*t**1.5/(np.sqrt(PI)*np.exp(t/4))
    D = [g(2*PI*k - angles) - g(2*PI*k + angles) for k in (1, 2, 3)]
    assert np.all(D[0] >= D[1]) and np.all(D[1] >= D[2]) and np.all(D[2] >= 0)
    rounding = 1e-13
    assert np.all(S >= g(angles) - rounding)
    assert np.all(S <= g(angles) + g(2*PI - angles) + rounding)
    assert np.all(S <= g(angles) + D[0] + rounding)
    assert np.all(S >= g(angles) + D[0] - D[1] - rounding)
print(f"upper time limit of the bounds, pi^2/6: {PI**2/6:.6f}")

# Acceptance probability by quadrature over the unfolded Gaussian length.
for t in (0.25, 1.0, 1.5):
    def accepted_density(x):
        w = min(x, 2*PI - x)
        S = character_numerator(w, t)*2*t**1.5/(np.sqrt(PI)*np.exp(t/4))
        envelope = w*np.exp(-w*w/(4*t)) + (2*PI - w)*np.exp(-(2*PI - w)**2/(4*t))
        return float(gaussian_length_density(x, t)*np.sinc(x/(2*PI))*S/envelope)
    acceptance = (quad(accepted_density, 0, PI, epsabs=1e-10)[0]
                  + quad(accepted_density, PI, 2*PI, epsabs=1e-10)[0])
    assert abs(acceptance - np.exp(-t/4)) < 1e-8
    print(f"short-time acceptance by quadrature, t={t}: {acceptance:.8f}")

# Sampled angles against the distribution from the other series.
proposals = 200000
for t in (0.25, 1.5):
    q, first_share = short_time_sampler(t, proposals)
    check_acceptance(len(q), proposals, np.exp(-t/4))
    test = kstest(rotation_angle(q), cumulative(character_numerator, t))
    assert test.pvalue > 1e-4
    check_mean((4*q[:, 0]**2 - 1)/3, np.exp(-2*t))
    rzz = 1 - 2*(q[:, 1]**2 + q[:, 2]**2)
    rank2, error2 = check_mean((3*rzz**2 - 1)/2, np.exp(-6*t))
    print(f"short sampler t={t}: accepted {len(q)/proposals:.5f}, "
          f"KS distance {test.statistic:.5f}")
    print(f"  settled by first bound: {first_share:.6f}; rank-2 mean "
          f"{rank2:.5f} +- {error2:.5f}, exact {np.exp(-6*t):.5f}")
t = 1.6
q = long_time_sampler(t, proposals)
long_acceptance = 1/(1 + tail_bound(1, t))
check_acceptance(len(q), proposals, long_acceptance)
test = kstest(rotation_angle(q), cumulative(image_numerator, t))
assert test.pvalue > 1e-4
print(f"long sampler t=1.6: accepted {len(q)/proposals:.5f}, "
      f"predicted {long_acceptance:.5f}, KS distance {test.statistic:.5f}")
crossover = brentq(lambda t: np.exp(t/4) - 1 - tail_bound(1, t), 1.0, 2.0)
assert crossover < PI**2/6
print(f"equal acceptance at t={crossover:.6f}, value {np.exp(-crossover/4):.6f}")

# Four composed steps, and the same with uncorrected Gaussian vectors.
steps, chains = 4, 150000
exact_chain = np.tile([1.0, 0.0, 0.0, 0.0], (chains, 1))
gauss_chain = exact_chain.copy()
for _ in range(steps):
    q, _ = short_time_sampler(step, proposals)
    assert len(q) >= chains
    exact_chain = multiply(q[:chains], exact_chain)
    vectors = np.sqrt(2*step)*rng.standard_normal((chains, 3))
    gauss_chain = multiply(quaternion_from_vector(vectors), gauss_chain)
total = steps*step
gauss_factor = (1 + 2*(1 - 2*step)*np.exp(-step))/3
by_quadrature = quad(lambda x: gaussian_length_density(x, step)
                     * (1 + 2*np.cos(x))/3, 0, 12, epsabs=1e-12, limit=200)[0]
assert abs(gauss_factor - by_quadrature) < 1e-10
exact_mean, exact_error = check_mean((4*exact_chain[:, 0]**2 - 1)/3,
                                     np.exp(-2*total))
gauss_mean, gauss_error = check_mean((4*gauss_chain[:, 0]**2 - 1)/3,
                                     gauss_factor**steps)
assert abs(gauss_mean - np.exp(-2*total)) > 5*gauss_error
target = cumulative(character_numerator, total)
exact_test = kstest(rotation_angle(exact_chain), target)
gauss_test = kstest(rotation_angle(gauss_chain), target)
assert exact_test.pvalue > 1e-4 and gauss_test.pvalue < 1e-6
print(f"chain: {steps} steps of t={step}, total t={total}, {chains} chains")
print(f"one-step rank-1 factor: exact {np.exp(-2*step):.6f}, "
      f"Gaussian {gauss_factor:.6f}")
print(f"rank-1 decay rate per unit t: exact 2, Gaussian "
      f"{-np.log(gauss_factor)/step:.6f}")
print(f"exact steps, rank-1 mean: {exact_mean:.5f} +- {exact_error:.5f}; "
      f"theory {np.exp(-2*total):.5f}")
print(f"Gaussian steps, rank-1 mean: {gauss_mean:.5f} +- {gauss_error:.5f}; "
      f"theory {gauss_factor**steps:.5f}")
print(f"KS distance to K at total t: exact {exact_test.statistic:.5f}, "
      f"Gaussian {gauss_test.statistic:.5f}")
print(f"KS p-value: exact {exact_test.pvalue:.3f}, "
      f"Gaussian {gauss_test.pvalue:.1e}")
print("finished without a failed check")
```

It prints:

```
largest relative gap, character vs image series: 8.4e-73
K_t(0) at t=0.05: 160.527193 (dimensionless)
K_t(0) at t=0.25: 15.094138 (dimensionless)
K_t(0) at t=1.5: 1.451170 (dimensionless)
mean square angle at t=0.01: 0.0599000 rad^2; 6t = 0.0600
t=0.25, w=0.5000 rad: K=11.87867694, K/(n=0 term)=1.00000000
t=0.25, w=1.5000 rad: K=1.75046218, K/(n=0 term)=1.00000000
t=0.25, w=2.5000 rad: K=0.03839951, K/(n=0 term)=1.00047689
t=0.25, w=3.1416 rad: K=0.00245269, K/(n=0 term)=2.00000000
t=0.01, w=2 rad: K in 200-digit arithmetic: 7.85549103e-41
  double precision, image series: 7.85549103e-41
  double precision, character series: -1.552e-15
upper time limit of the bounds, pi^2/6: 1.644934
short-time acceptance by quadrature, t=0.25: 0.93941306
short-time acceptance by quadrature, t=1.0: 0.77880078
short-time acceptance by quadrature, t=1.5: 0.68728928
short sampler t=0.25: accepted 0.93883, KS distance 0.00208
  settled by first bound: 0.999840; rank-2 mean 0.22228 +- 0.00108, exact 0.22313
short sampler t=1.5: accepted 0.68595, KS distance 0.00180
  settled by first bound: 0.772935; rank-2 mean -0.00150 +- 0.00121, exact 0.00012
long sampler t=1.6: accepted 0.73000, predicted 0.73069, KS distance 0.00226
equal acceptance at t=1.497033, value 0.687799
chain: 4 steps of t=0.25, total t=1.0, 150000 chains
one-step rank-1 factor: exact 0.606531, Gaussian 0.592934
rank-1 decay rate per unit t: exact 2, Gaussian 2.090691
exact steps, rank-1 mean: 0.13510 +- 0.00097; theory 0.13534
Gaussian steps, rank-1 mean: 0.12502 +- 0.00096; theory 0.12360
KS distance to K at total t: exact 0.00154, Gaussian 0.01335
KS p-value: exact 0.868, Gaussian 1.2e-23
finished without a failed check
```
